**Photon noise of Delta with a rotating analyser**

For polariser azimuth 45°, Psi = 45° and Delta = 90°, N detected photons give Delta with standard deviation sqrt(2/N) rad, so 0.001° needs about 6.6 billion. Psi and Delta are defined by r_p/r_s = tan(Psi) exp(i Delta), and N counts photoelectrons over whole half turns of the analyser. The program simulates Poisson counts from the Jones field and asserts that their scatter agrees with this law at the full photon number, and with its extensions at Delta = 60° and 30° and at Psi = 30°. It also asserts that a numerical Fisher matrix, with total intensity and Psi unknown, gives the stated lower bound. A further simulation with four detector windows, dark current, resistor noise and source noise gives 0.001001° at the predicted 10.3 billion photons. Direct Jones calculations show no shift of Delta from a 0.1° azimuth error of either polariser or analyser alone, and 0.0007° from both together. A false modulation of 0.001 shifts Delta by 0.057°, far more than the photon noise.

## Numerical check

```python
"""
Photon noise of Delta in a rotating-analyser ellipsometer.

Result under test: with polariser azimuth 45 deg, Psi = 45 deg, Delta = 90 deg,
N detected photons give a standard deviation sqrt(2/N) rad in Delta, so that
0.001 deg needs N = 2/sigma^2, about 6.6e9.

Symbols: rho = r_p/r_s = tan(Psi) exp(i Delta); A = analyser azimuth from the
plane of incidence; intensity ~ 1 + alpha cos 2A + beta sin 2A.
N counts photoelectrons over whole half turns of the analyser.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
deg = np.pi / 180


def intensity(A, psi, delta, P=np.pi / 4):
    """Light passed by an ideal analyser, from the Jones field."""
    field_p = np.sin(psi) * np.exp(1j * delta) * np.cos(P)
    field_s = np.cos(psi) * np.sin(P)
    return np.abs(field_p * np.cos(A) + field_s * np.sin(A))**2


def invert(signal, centres, window_factor=1.0):
    """Psi and Delta from signals in equal windows, assuming P = 45 deg."""
    total = signal.sum(axis=-1)
    alpha = 2 * (signal @ np.cos(2 * centres)) / total / window_factor
    beta = 2 * (signal @ np.sin(2 * centres)) / total / window_factor
    psi = np.arctan(np.sqrt((1 + alpha) / (1 - alpha)))
    return psi, np.arccos(beta / np.sqrt(1 - alpha**2))


def windows(K):
    centres = (np.arange(K) + 0.5) * np.pi / K
    return centres, np.sinc(1 / K)      # numpy sinc(x) = sin(pi x)/(pi x)


def simulate(N, psi, delta, K=64, trials=40000):
    """Standard deviations of Psi and Delta from simulated Poisson counts."""
    centres, factor = windows(K)
    nodes, weights = np.polynomial.legendre.leggauss(8)
    A = centres[:, None] + nodes * np.pi / (2 * K)
    mean = intensity(A, psi, delta) @ weights
    mean *= N / mean.sum()
    counts = rng.poisson(mean, size=(trials, K)).astype(float)
    psi_est, delta_est = invert(counts, centres, factor)
    return psi_est.std(), delta_est.std()


# ---- ideal photon number, tested at full strength
sigma = 0.001 * deg
N_ideal = 2 / sigma**2
sd_psi, sd_delta = simulate(N_ideal, 45 * deg, 90 * deg)
assert abs(sd_delta / sigma - 1) < 0.02     # sampling error about 0.35 %
assert abs(sd_psi / (sigma / 2) - 1) < 0.02
assert abs(N_ideal / 6.6e9 - 1) < 0.01

# ---- other Delta and other Psi
for d in (60, 30):
    sd = simulate(1e7, 45 * deg, d * deg)[1]
    assert abs(sd**2 * 1e7 / (1 + 1 / np.sin(d * deg)**2) - 1) < 0.04
sd_psi30 = simulate(1e7, 30 * deg, 90 * deg)[1]
assert abs(sd_psi30**2 * 1e7 / (2 / np.sin(60 * deg)**2) - 1) < 0.04


# ---- Fisher bound with total intensity, Psi and Delta all unknown
def fisher_bound(delta):
    A = (np.arange(4096) + 0.5) * np.pi / 4096
    psi, h = np.pi / 4, 1e-5
    I0 = intensity(A, psi, delta)
    d_psi = (intensity(A, psi + h, delta) - intensity(A, psi - h, delta)) / (2*h)
    d_del = (intensity(A, psi, delta + h) - intensity(A, psi, delta - h)) / (2*h)
    slopes = np.array([I0, d_psi, d_del])
    matrix = (slopes / I0) @ slopes.T / I0.sum()
    return np.linalg.inv(matrix)[2, 2]      # N times least variance of Delta


bounds = {d: fisher_bound(d * deg) for d in (90, 60, 30)}
for d, value in bounds.items():
    assert abs(value / (1 + 1 / np.sin(d * deg)) - 1) < 1e-5

# ---- specimen: Fresnel rhomb, two total reflections
n_glass = 1.51


def rhomb_rho(theta):
    cos_i = np.cos(theta)
    cos_t = -1j * np.sqrt(n_glass**2 * np.sin(theta)**2 - 1)  # exp(+i omega t)
    r_s = (n_glass * cos_i - cos_t) / (n_glass * cos_i + cos_t)
    r_p = (cos_i - n_glass * cos_t) / (cos_i + n_glass * cos_t)
    return (r_p / r_s)**2


def rhomb_delta(theta):
    return np.angle(rhomb_rho(theta))


theta_peak = np.arcsin(np.sqrt(2 / (n_glass**2 + 1)))
theta = brentq(lambda t: rhomb_delta(t) - np.pi / 2, theta_peak, 80 * deg)
psi_rhomb = np.arctan(abs(rhomb_rho(theta)))
half_phase = np.arctan(np.cos(theta) * np.sqrt(np.sin(theta)**2 - n_glass**-2)
                       / np.sin(theta)**2)
assert abs(4 * half_phase - np.pi / 2) < 1e-9
assert abs(psi_rhomb - np.pi / 4) < 1e-12
slope = (rhomb_delta(theta + 1e-5) - rhomb_delta(theta - 1e-5)) / 2e-5
tilt_outside = n_glass * sigma / abs(slope)     # near-normal entrance face
# check by refracting the tilted beam at the entrance face
theta_tilted = theta + np.arcsin(np.sin(tilt_outside) / n_glass)
assert abs(abs(rhomb_delta(theta_tilted) - np.pi / 2) / sigma - 1) < 1e-3

# ---- light, detector and excess noise (rough assumed values)
wavelength, power, efficiency = 633e-9, 10e-9, 0.8
turn_rate = 20.0
resistor, temperature, dark_current = 100e6, 300.0, 50e-12
source_noise = 1e-11                            # one-sided, per Hz
e, k = const.e, const.k
rate = efficiency * power * wavelength / (const.h * const.c)
current = e * rate
time_ideal = N_ideal / rate
A_grid = (np.arange(720) + 0.5) * np.pi / 720
transmission = intensity(A_grid, np.pi/4, np.pi/2).mean() / 0.5
assert abs(transmission - 0.5) < 1e-12          # field before analyser has 0.5

johnson = 2 * k * temperature / (e * current * resistor)
dark = dark_current / current
flicker = source_noise * current / (2 * e)
excess = 1 + johnson + dark + flicker
window_cost = 1 / windows(4)[1]**2
assert abs(window_cost - np.pi**2 / 8) < 1e-12
N_real = N_ideal * window_cost * excess
time_real = N_real / rate
half_turns = int(np.ceil(time_real * 2 * turn_rate))

# one-sided white spectrum S: integral over time tau has variance S tau/2
f = np.linspace(0, 200, 200001)
y = np.sinc(f)**2
assert abs(np.sum((y[1:] + y[:-1]) / 2) * (f[1] - f[0]) - 0.5) < 1e-3

# simulation with four windows, dark counts, resistor and source noise
trials, tau = 40000, time_real / 4
shape = (trials, 4)
wobble = 1 + np.sqrt(source_noise / (2 * tau)) * rng.standard_normal(shape)
counts = rng.poisson(N_real / 4 * wobble).astype(float)
dark_mean = dark_current * tau / e
counts += rng.poisson(dark_mean, size=shape) - dark_mean
counts += (np.sqrt(2 * k * temperature * tau / resistor) / e
           * rng.standard_normal(shape))
centres4, factor4 = windows(4)
sd_real = invert(counts, centres4, factor4)[1].std()
assert abs(sd_real / sigma - 1) < 0.02


# ---- systematic errors, by direct Jones calculation
def shift(dP=0.0, dA=0.0, false_mod=0.0):
    signal = intensity(A_grid + dA, np.pi/4, np.pi/2, np.pi/4 + dP)
    signal = signal * (1 + false_mod * np.sin(2 * A_grid))
    return abs(invert(signal, A_grid)[1] - np.pi / 2)


azimuth_error, false_mod = 0.1 * deg, 1e-3
shift_P, shift_A = shift(dP=azimuth_error), shift(dA=azimuth_error)
shift_both = shift(azimuth_error, azimuth_error)
shift_mod = shift(false_mod=false_mod)
assert max(shift_P, shift_A) < 1e-12
assert abs(shift_both / (4 * azimuth_error**2) - 1) < 1e-3
assert abs(shift_mod / false_mod - 1) < 1e-3

# ---- printed numbers
print(f"target precision of Delta: {sigma/deg:.4f} deg = {sigma:.5e} rad")
print(f"ideal detected photons N: {N_ideal:.4e}")
print(f"simulated sd of Delta at this N: {sd_delta/deg:.6f} deg")
print(f"simulated sd of Psi at this N: {sd_psi/deg:.6f} deg")
for d in (90, 60, 30):
    fourier = (1 + 1 / np.sin(d * deg)**2) / sigma**2
    print(f"Delta {d} deg: N Fourier {fourier:.3e}, "
          f"N Fisher bound {bounds[d]/sigma**2:.3e}")
print(f"Psi 30 deg, Delta 90 deg: N {N_ideal/np.sin(60*deg)**2:.3e}")
print(f"rhomb index: {n_glass:.2f}")
print(f"rhomb internal angle: {theta/deg:.3f} deg")
print(f"rhomb Psi: {psi_rhomb/deg:.3f} deg")
print(f"rhomb Delta: {rhomb_delta(theta)/deg:.3f} deg")
print(f"slope dDelta/dtheta inside glass: {slope:.3f} deg/deg")
print(f"outside tilt shifting Delta by target: {tilt_outside/deg:.5f} deg")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"mean power on detector: {power*1e9:.1f} nW")
print(f"quantum efficiency: {efficiency:.2f}")
print(f"detected photon rate: {rate:.4e} per s")
print(f"photocurrent: {current*1e9:.3f} nA")
print(f"analyser mean transmission: {transmission:.3f}")
print(f"photons reaching analyser for ideal N: "
      f"{N_ideal/efficiency/transmission:.3e}")
print(f"ideal measuring time: {time_ideal:.4f} s")
print(f"analyser rotation: {turn_rate:.0f} Hz")
print(f"ideal time in turns: {time_ideal*turn_rate:.2f}")
print(f"feedback resistor: {resistor/1e6:.0f} Mohm at {temperature:.0f} K")
print(f"dark current: {dark_current*1e12:.0f} pA")
print(f"source noise spectrum: {source_noise:.1e} per Hz")
print(f"Johnson / shot noise power: {johnson:.4f}")
print(f"dark / shot noise power: {dark:.4f}")
print(f"source / shot noise power: {flicker:.4f}")
print(f"total excess noise factor: {excess:.4f}")
print(f"four-window photon factor: {window_cost:.4f}")
print(f"photons with windows only: {N_ideal*window_cost:.3e}")
print(f"photons with windows and excess noise: {N_real:.4e}")
print(f"time with windows and excess noise: {time_real:.4f} s")
print(f"whole half turns needed: {half_turns}")
print(f"time of these half turns: {half_turns/(2*turn_rate):.3f} s")
print(f"simulated sd with all noises: {sd_real/deg:.6f} deg")
print(f"azimuth error tried: {azimuth_error/deg:.2f} deg")
print(f"Delta shift, polariser error alone: {shift_P/deg:.1e} deg")
print(f"Delta shift, analyser error alone: {shift_A/deg:.1e} deg")
print(f"Delta shift, both errors: {shift_both/deg:.6f} deg")
print(f"false modulation tried: {false_mod:.1e}")
print(f"Delta shift from false modulation: {shift_mod/deg:.4f} deg")
print(f"false modulation equal to target: {sigma:.3e}")
print("done: every assertion held")
```

Printed output:

```
target precision of Delta: 0.0010 deg = 1.74533e-05 rad
ideal detected photons N: 6.5656e+09
simulated sd of Delta at this N: 0.001000 deg
simulated sd of Psi at this N: 0.000500 deg
Delta 90 deg: N Fourier 6.566e+09, N Fisher bound 6.566e+09
Delta 60 deg: N Fourier 7.660e+09, N Fisher bound 7.073e+09
Delta 30 deg: N Fourier 1.641e+10, N Fisher bound 9.848e+09
Psi 30 deg, Delta 90 deg: N 8.754e+09
rhomb index: 1.51
rhomb internal angle: 54.623 deg
rhomb Psi: 45.000 deg
rhomb Delta: 90.000 deg
slope dDelta/dtheta inside glass: -1.049 deg/deg
outside tilt shifting Delta by target: 0.00144 deg
wavelength: 633 nm
mean power on detector: 10.0 nW
quantum efficiency: 0.80
detected photon rate: 2.5493e+10 per s
photocurrent: 4.084 nA
analyser mean transmission: 0.500
photons reaching analyser for ideal N: 1.641e+10
ideal measuring time: 0.2575 s
analyser rotation: 20 Hz
ideal time in turns: 5.15
feedback resistor: 100 Mohm at 300 K
dark current: 50 pA
source noise spectrum: 1.0e-11 per Hz
Johnson / shot noise power: 0.1266
dark / shot noise power: 0.0122
source / shot noise power: 0.1275
total excess noise factor: 1.2663
four-window photon factor: 1.2337
photons with windows only: 8.100e+09
photons with windows and excess noise: 1.0257e+10
time with windows and excess noise: 0.4023 s
whole half turns needed: 17
time of these half turns: 0.425 s
simulated sd with all noises: 0.001001 deg
azimuth error tried: 0.10 deg
Delta shift, polariser error alone: 0.0e+00 deg
Delta shift, analyser error alone: 0.0e+00 deg
Delta shift, both errors: 0.000698 deg
false modulation tried: 1.0e-03
Delta shift from false modulation: 0.0573 deg
false modulation equal to target: 1.745e-05
done: every assertion held
```
